# Semilocal Polarisability of Hydrogen Chains and the Counteracting Exchange Potential

Before computing the polarisability of a long molecular chain, one has to decide whether a semilocal functional may be used at all. For the chain of hydrogen molecules treated here, LDA and PBE may not. With six molecules, LDA gives a longitudinal polarisability 82 % above CCSD(T) in the same orbital basis, and PBE gives 71 % above. For one molecule the excesses are 15 % and 12 %. These percentages belong to the small 6-31G basis. In larger bases they are lower (for four molecules the LDA excess falls from about 62 % to 49 % in 6-31G**), but they still grow with length. Agreement for a short piece is therefore no licence to use the functional for a long one.

A second decision concerns the remedy. One explanation traces the error to a term missing from the exchange-correlation potential, one that rises along the chain against the applied field. Such a term exists in exact exchange and is absent from LDA and PBE. The calculation below does not, however, support the claim that it alone causes the error. The field-free potential, which sets the orbitals and the level gaps, also matters, and the division between the two causes depends strongly on how the exact-exchange potential is represented.

## How large the error is

The nuclei are fixed on a line, with a bond of 1.0 Å and a gap of 1.5 Å between molecules. The orbital basis is 6-31G. Polarisabilities per molecule, in Å³, are:

| Molecules | LDA | PBE | Hartree-Fock | CCSD(T) |
|---:|---:|---:|---:|---:|
| 1 | 1.48 | 1.44 | 1.55 | 1.29 |
| 2 | 2.27 | 2.19 | 2.06 | 1.71 |
| 4 | 3.60 | 3.42 | 2.72 | 2.22 |
| 6 | 4.50 | 4.22 | 3.06 | 2.47 |

In 6-31G, Hartree-Fock lies 21 to 24 % above CCSD(T) at every length. Much of this offset comes from the basis: it is 6.5 % for one molecule in aug-cc-pVTZ, 5 % for two in aug-cc-pVDZ and 11 % for four in 6-31G**. Its relative error hardly grows, while that of the semilocal functionals does. In this orbital basis Hartree-Fock lies slightly above LDA for a single molecule, and the semilocal excess over Hartree-Fock appears only in the longer chains. That order is a feature of the basis: in aug-cc-pVTZ, LDA lies 5 % above Hartree-Fock for one molecule.

Exchange can be isolated by leaving out correlation. For six molecules, LDA exchange alone gives 27.9 Å³ in total and Hartree-Fock gives 18.4 Å³. These calculations differ only in their treatment of exchange, which therefore accounts for the gap of 9.5 Å³ between them. Adding LDA correlation changes 27.9 to 27.0 Å³. The CCSD(T) value is 14.8 Å³, or 100 bohr³. Hartree-Fock lies 3.6 Å³ above it, and that distance is the effect of correlation within 6-31G.

## What the Kohn-Sham response contains

Use atomic units and let the field \(F\) give an electron the energy \(Fz\). Spins are paired. Let \(V\) be the change of the total Kohn-Sham potential per unit field,

\[
V=z+v_H'+v_{x}',
\]

where primes denote derivatives with respect to \(F\) and correlation is left out. First-order perturbation theory mixes each empty orbital \(a\) into each occupied orbital \(i\):

\[
\phi_i'=-\sum_a \phi_a\frac{V_{ai}}{\varepsilon_a-\varepsilon_i}.
\]

The density is \(n=2\sum_i\phi_i^2\) for real orbitals. Differentiating the square gives another factor of two, so

\[
n'=-4\sum_{ia}\phi_i\phi_a\frac{V_{ia}}{\varepsilon_a-\varepsilon_i}.
\]

An electron carries charge \(-1\), so the polarisability is \(\alpha=-\int z\,n'\,d^3r\). The two minus signs cancel:

\[
\alpha=4\sum_{ia}\frac{z_{ia}V_{ia}}{\varepsilon_a-\varepsilon_i}
=\alpha_0+\alpha_H+\alpha_x .
\]

The three parts come from the three terms of \(V\). The formula shows two ways to lower \(\alpha\). The field-free potential can open the gaps \(\varepsilon_a-\varepsilon_i\) and shrink the matrix elements \(z_{ia}\), or the exchange response can oppose \(z\). A potential change of slope \(-c\), that is \(-cz\), contributes \(-c\alpha_0\).

## Why LDA and GGA potentials build no ramp

For LDA exchange, \(v_x\) depends on the density at the same point, so

\[
v_x'(\mathbf r)=f_x(n)\,n'(\mathbf r),\qquad
f_x=-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}<0 .
\]

Consider one molecule of the chain with a symmetric density \(n_m\). If a uniform field polarises it without changing its charge, \(n'\) is odd about its centre. The mean potential change on the molecule is proportional to \(\int n_m f_x n'\,d^3r\). The first two factors are even and the third is odd, so the integral vanishes. The potential tilts inside the molecule, but the molecule as a whole is not shifted. Gradient terms as in PBE keep this parity, and the same argument holds.

A shift appears when charge passes between molecules. Electrons collect where the applied potential is low. There \(n'>0\), and the negative \(f_x\) lowers the potential further. The LDA response then assists the field instead of opposing it. In the chain this part of \(n'\), even about each molecular centre, accounts for nearly all of the small LDA shifts tabulated below. For PBE the sign does not follow from \(f_x<0\), but the computed shifts have the same sign and similar size. Meta-GGAs depend on the orbitals and are not covered by this argument.

## Why exact exchange opposes the transfer

A model of two molecules, A and B, isolates one mechanism, the exchange cost of charge transfer. Each has a lower level, filled by two electrons, and an upper level at a distance \(\Delta\). Hopping \(t\) couples the lower level of each molecule to the upper level of the other. Two electrons repel with energy \(U\) on the same molecule and \(V_{AB}\) on different ones. The Hartree response is left out, so that exchange can be seen alone.

With the spin-summed density matrix \(\gamma\), the exchange energy is

\[
E_x=-\frac14\sum_{pq}\gamma_{pq}^2U_{pq}.
\]

Let the occupied orbital that starts on A have weight \(1-\lambda_A\) on A and \(\lambda_A\) on B. Its elements are \(\gamma_{ww}=2(1-\lambda_A)\), \(\gamma_{uu}=2\lambda_A\) and \(\gamma_{wu}^2=4\lambda_A(1-\lambda_A)\), where \(w\) is the lower level of A and \(u\) the upper level of B. The mixed element occurs twice in the sum. Hence its contribution is

\[
-\left[(1-\lambda_A)^2+\lambda_A^2\right]U-2\lambda_A(1-\lambda_A)V_{AB}
=-U+2\lambda_A(1-\lambda_A)(U-V_{AB}).
\]

The same holds for the orbital that starts on B. For small leakage,

\[
E_x\simeq-2U+2W(\lambda_A+\lambda_B),\qquad W=U-V_{AB}>0 .
\]

Leakage costs exchange energy because it separates an electron from its exchange hole.

Now let the Kohn-Sham potential lower B by \(\varphi_s\) relative to A. An electron leaving A meets the gap \(\Delta-\varphi_s\), and one leaving B meets \(\Delta+\varphi_s\). For \(t\ll\Delta\) the amplitudes are hopping divided by gap, so

\[
\lambda_A=\frac{t^2}{(\Delta-\varphi_s)^2},\qquad
\lambda_B=\frac{t^2}{(\Delta+\varphi_s)^2}.
\]

There are two electrons in each orbital. The charge gained by B, counted in electrons, is

\[
q=2(\lambda_A-\lambda_B)\simeq\frac{8t^2\varphi_s}{\Delta^3},
\]

where the last form also assumes \(\varphi_s\ll\Delta\).

Suppose first that the local exchange potential can differ between molecules but not between the levels of one molecule. Let \(D\) be its value on B minus its value on A. Since the potential is the derivative of the energy with respect to density, \(dE_x=D\,dq\). Dividing the derivatives with respect to \(\varphi_s\) gives

\[
D=\frac{dE_x/d\varphi_s}{dq/d\varphi_s}
=W\,\frac{(\Delta-\varphi_s)^{-3}-(\Delta+\varphi_s)^{-3}}
{(\Delta-\varphi_s)^{-3}+(\Delta+\varphi_s)^{-3}}
\simeq\frac{3W\varphi_s}{\Delta}.
\]

The common factor \(4t^2\) has cancelled. The last form follows from \((\Delta\mp\varphi_s)^{-3}\simeq\Delta^{-3}(1\pm3\varphi_s/\Delta)\). Because \(D\) is positive, exchange raises the molecule that the field lowers. This is the counteracting step.

Take round parameters \(\Delta=10\) eV, \(U=10\) eV, \(V_{AB}=7\) eV and \(\varphi_s=0.20\) eV. The law gives \(D=3\times3\times0.20/10=0.18\) eV. Direct diagonalisation with numerical derivatives gives 0.179 eV at \(t=0.20\) eV and 0.180 eV at \(t=0.10\) eV. The step survives when the hopping becomes small. The real chain is not in this regime. For two molecules in 6-31G, take the two lowest orbitals of each molecule and orthogonalise them symmetrically. With LDA exchange they give \(t/\Delta\approx0.24\) and \(W/\Delta\approx0.8\), and hoppings of about 1.2 eV between the lower levels and 2.2 eV between the upper levels, which the model omits. With Hartree-Fock levels the two ratios are 0.20 and 0.4. When all hoppings and the full exchange integrals are kept, the step stays positive, with \(D/\varphi_s\approx1.4\) for the LDA-exchange levels against 2.5 from the law. The model gives the sign of the step, not its size in the chain.

A local energy \(-c(N_A^{4/3}+N_B^{4/3})\) behaves otherwise. If it is scaled to \(-U\) for each neutral molecule, then \(c=U/2^{4/3}\). Its potential on a molecule is \(-\frac43cN^{1/3}\), and expansion about \(N=2\) gives a step \(-\frac29Uq\). This has the wrong sign for counteraction and falls as \(t^2\), because \(q\) does. Diagonalisation gives \(-1.4\times10^{-4}\) eV at the larger hopping and \(-0.4\times10^{-4}\) eV at the smaller.

## The same physics without a ramp

The step is not the only way to represent the exchange cost. In Hartree-Fock, the part of the energy that depends on the amplitude \(s_A=\sqrt{\lambda_A}\) is, for small leakage and an applied drop \(\varphi\),

\[
2\left[s_A^2(\Delta-\varphi)-2ts_A\right]+2Ws_A^2 .
\]

Setting its derivative to zero gives \(s_A=t/(\Delta+W-\varphi)\). For the other orbital the sign of \(\varphi\) is reversed. The transferred charge is therefore

\[
q_{\rm HF}\simeq\frac{8t^2\varphi}{(\Delta+W)^3}.
\]

Exchange acts here as an increase of the effective gap from \(\Delta\) to \(\Delta+W\). This is not the spacing of the Hartree-Fock levels, which is \(\Delta+U\). Exchange also raises the hopping from \(t\) to \(t+V_{AB}s_A\), and solving \(s_A=(t+V_{AB}s_A)/(\Delta+U-\varphi)\) returns the denominator \(\Delta+W-\varphi\).

With a molecular step and a fixed gap, self-consistency requires \(\varphi_s=\varphi-D\), hence \(\varphi_s=\varphi/(1+3W/\Delta)\). The charge becomes

\[
q_{\rm step}\simeq\frac{8t^2\varphi}{\Delta^3(1+3W/\Delta)} .
\]

The two results agree to first order in \(W/\Delta\). For \(W=0.10\) eV and \(\Delta=10\) eV, the numerical solutions lose 2.94 % of the transferred charge in Hartree-Fock and 2.91 % with the step. At larger \(W/\Delta\) the formulas separate.

If the local potential can also distinguish the two levels, a third description is possible. The number of electrons in upper levels is \(N_u=2(\lambda_A+\lambda_B)\), so \(E_x\simeq-2U+WN_u\). Its derivative raises each upper level by \(W\) relative to the lower level it is coupled to. No step between molecules is needed. The two coupled pairs of levels are independent, so a common shift of one pair changes nothing, and the step is left undetermined. The gap becomes \(\Delta+W\), and the charge equals \(q_{\rm HF}\) at this order.

The exchange cost thus reduces the transferred charge whether it appears as a ramp or as a wider gap, but the two reductions are equal only to first order in \(W/\Delta\). At \(W=3\) eV and \(\Delta=10\) eV the retained fraction is 0.455 in Hartree-Fock and 0.526 with the step. The general response formula says the same. The density response is fixed by the ratios \(c_{ia}=V_{ia}/(\varepsilon_a-\varepsilon_i)\). If every gap grows by \(g\) while these ratios stay fixed, \(V_{ia}\) must grow by \(g\,c_{ia}\). At the same density response, a wider gap then goes with a less strongly opposed field. The polarisability alone cannot tell how the work is divided.

## What the chain potential shows

For the real chain, the local potential is chosen so that its orbitals minimise the Hartree-Fock energy expression. This is the exchange-only optimized effective potential, OEP. Its exchange part is represented by \(-v_H/N\), with \(N\) the number of electrons, plus two Gaussian functions on every atom, with exponents 0.3 and 1.2 bohr⁻². For one molecule it gives the Hartree-Fock value, 1.552 Å³. For six molecules it gives 19.8 Å³, against 18.4 Å³ from Hartree-Fock. This value is not converged. With 48 or 61 potential functions it falls to 18.2 Å³, and in an uncontracted 6s2p orbital basis with 61 functions OEP and Hartree-Fock both give 18.7 Å³. The OEP numbers below belong to the representation with two Gaussians per atom. The polarisability is taken from the induced dipole; the second derivative of the energy gives 19.75 Å³ here. The equations for the Gaussian coefficients carry a regularisation of \(10^{-6}\) atomic units on the diagonal. Lowering it to \(10^{-8}\) moves the gap quoted below from 5.85 to 5.88 eV and \(\alpha\) by less than 0.1 Å³. Raising it to \(10^{-4}\) gives 5.25 eV and 21.1 Å³.

At 0.02 V/Å, the centres of the six molecules lie at applied potential energies from \(-125\) to \(+125\) meV. Averaged over the bonding density of each molecule, the changes in meV are:

| Molecule | 1 | 2 | 3 | 4 | 5 | 6 |
|---|---:|---:|---:|---:|---:|---:|
| Applied | −125 | −75 | −25 | 25 | 75 | 125 |
| LDA exchange | −2.0 | −0.7 | −0.2 | 0.2 | 0.7 | 2.0 |
| OEP exchange | 57 | 43 | 16 | −13 | −41 | −55 |

By symmetry the linear response is odd along the chain. The OEP row also carries a nearly constant offset of about 1.2 meV, which does not affect the slope. A straight-line fit gives OEP exchange a slope of \(-0.48\) times the applied slope. LDA exchange has \(+0.014\), and the full PBE exchange-correlation potential \(+0.013\). The counteracting ramp is present in exact exchange and missing from both semilocal potentials.

The parts of \(\alpha\), in Å³, nevertheless show that the ramp is not the whole exchange response:

\[
\begin{aligned}
\text{LDA exchange:}\quad &42.2-21.2+6.9=27.9,\\
\text{OEP:}\quad &28.8-15.8+6.8=19.8 .
\end{aligned}
\]

The order is bare, Hartree, exchange. Both exchange parts are positive. Their near equality is particular to this representation: in the 6s2p basis with 61 potential functions they are 6.9 Å³ for LDA exchange and 5.3 Å³ for OEP. In OEP a pure ramp would contribute \(-0.48\times28.8=-13.8\) Å³. The rest of the exchange response, which is the variation left after the ramp is removed, must therefore contribute \(6.8+13.8=20.6\) Å³. It assists the field and more than cancels the ramp. The size depends on the shape assumed. If whole molecules are shifted in a staircase of the same mean slope, as in the pair model, the counteracting part is \(-8.3\) Å³ and the rest is 15.1 Å³ when the steps lie midway between molecules. If the molecules are delimited by symmetrically orthogonalised basis functions instead, the values are \(-6.9\) and 13.7 Å³. In this representation, what differs between the two calculations is mainly the bare part. The level gap is 4.84 eV for LDA exchange and 5.85 eV for OEP. The wider gaps explain about half of the change: OEP orbital energies on LDA-exchange orbitals lower the bare part from 42.2 to 34.8 Å³, and the remainder comes from the orbitals themselves.

## How much belongs to each cause

The two causes can be separated by combining each field-free potential with each exchange response. The totals in Å³ are:

| Field-free orbitals | LDA response | Exact-exchange response |
|---|---:|---:|
| LDA exchange | 27.9 | 27.3 |
| OEP | 20.4 | 19.8 |

Changing the response while the orbitals are held fixed lowers \(\alpha\) by 0.6 Å³ in either row. Changing the orbitals and gaps lowers it by about 7.5 Å³. Of the total difference of 8.1 Å³, the response carries 7.5 % and the field-free potential 92.5 %.

These shares are not converged properties of the chain. With one Gaussian of exponent 0.5 bohr⁻² on each atom instead of two, the OEP gap is 4.91 eV, the ramp has half the slope, \(-0.24\), and \(\alpha\) is 25.6 Å³. The response share becomes 55 %, but of a difference of only 2.3 Å³. This share is not well founded, because the smaller basis cannot hold the ramp. Its energy lies 0.50 eV above Hartree-Fock, no lower than that of LDA-exchange orbitals (0.48 eV), and the second derivative of its energy gives 13.8 Å³ instead of the 25.6 Å³ from the dipole. Adding \(z\) itself to its potential functions leaves the gap at 4.91 eV but changes the slope to \(-0.54\) and \(\alpha\) to 20.0 Å³, against 26.9 Å³ for the LDA response on the same orbitals. With two Gaussians the same addition changes the slope only to \(-0.51\) and leaves \(\alpha\) at 19.8 Å³. The exponents matter as much as the number of functions. Two Gaussians with exponents 0.2 and 0.8 give a gap of 4.98 eV and a slope of \(-0.57\), and on those OEP orbitals the exact-exchange response lowers \(\alpha\) from 26.4 to 20.8 Å³, most of the distance from LDA exchange. Exponents 0.5 and 2.0 give 6.51 eV and \(-0.34\), and the response raises \(\alpha\) from 17.3 to 18.9 Å³. Richer representations also move the share. With 48 or 61 potential functions in 6-31G, the exact-exchange response at fixed orbitals raises \(\alpha\), the share is about \(-20\) to \(-30\) %, and the gap is 6.4 to 6.7 eV. In the 6s2p basis with 61 functions the share is 18 %, the slope is \(-0.40\), and the gap is 5.8 eV against 4.7 eV for LDA exchange. What persists in all these settings is the sign of the ramp.

One possible source of this sensitivity can be seen in the condition that defines the OEP. Its minimisation involves matrix elements of the potential between occupied and empty orbitals. A change of potential with small elements of that kind hardly alters the energy, yet it can move the gap. With two Gaussians per atom, a shift of the gap by about 0.4 eV can be had for 0.02 to 0.04 eV of energy. The 0.9 eV difference between the gaps with one and two Gaussians is not of this cheap kind: the two potentials differ by 0.23 eV in energy. A firm division would need potentials converged together with the orbital basis.

## What to do in a calculation

For chains like this one, compare the semilocal result with Hartree-Fock at several lengths. A ratio that grows with length signals the error; here LDA divided by Hartree-Fock rises from 0.95 for one molecule to 1.47 for six in 6-31G (1.05 in aug-cc-pVTZ and 1.52 in 6s2p, respectively). Where the size permits, a correlated calculation such as CCSD(T) should fix the remaining offset. Moving from LDA to PBE removes only a small part of the excess. Meta-GGAs can remove more, but their excess still grows with length. In 6-31G it goes from about 14 % for one molecule to 65 % for six with r2SCAN, and from 13 % to 43 % with TASK exchange and LDA correlation.

Do not repair LDA by adding the ramp alone. The potential change that LDA exchange lacks, evaluated for the OEP density response, has a slope of \(-0.49\). A pure ramp of that slope would give \((1-0.49)\times27.9\simeq14\) Å³, well below the OEP value of 19.8 Å³. The result depends on shape and slope, and neither is settled. A staircase of molecular shifts with the same mean slope gives 18.6 Å³ with steps midway between molecules and 19.8 Å³ with symmetrically orthogonalised molecular blocks. With 48 potential functions the slope is \(-0.28\), the ramp gives 20.1 Å³ and the staircase 22.6 Å³, both above the OEP value of 18.2 Å³ in that representation. An agreement obtained this way would be accidental. Inserting the complete missing change into the LDA response gives 25.9 Å³ with two Gaussians per atom, well above the OEP value. A ramp or staircase neglects the part that assists the field. The complete change includes it but, like them, leaves the LDA orbitals and gaps in place.

If an OEP is used, converge the gap and the ramp as well as the energy. For six molecules, the OEP energy with two Gaussians per atom lies 0.27 eV above Hartree-Fock, and that number by itself does not show whether the gap is settled.

Polarisation functions in the orbital basis hardly affect the comparison of LDA with Hartree-Fock for six molecules. Adding them (6-31G**) changes LDA from 27.0 to 27.4 Å³ and leaves Hartree-Fock at 18.4 Å³. CCSD(T) is more sensitive: for four molecules it rises from 2.22 to 2.45 Å³ per molecule in that basis. It was not repeated for six, and neither basis has diffuse functions, so the CCSD(T) values are a reference within 6-31G and not a prediction of experiment.

The chain is a warning about method, not a source of correction factors. Its bonds are stretched from the roughly 0.74 Å of a free hydrogen molecule, its nuclei are clamped, and it is finite and one-dimensional. The 82 % excess belongs to this geometry, this length and this orbital basis, and should not be transferred to another system. The output that follows lists the 6-31G tables, the potentials with one and two Gaussians per atom, the 6-31G** values of LDA and Hartree-Fock for six molecules, and the pair model. It does not list the other values quoted for larger bases, other exponents, other regularisations, added linear potential functions, energy derivatives, energy costs of gap shifts, staircase potentials, exchanged orbital energies, meta-GGAs or molecular levels.

## Computed results

```
Bond, gap between molecules: 1.00, 1.50 angstrom
Applied field: 0.020 V/angstrom; orbital basis 6-31G
Polarisability per molecule, angstrom^3:
  n       LDAx      LDA      PBE       HF      OEP  CCSD(T)
  1      1.491    1.481    1.442    1.552    1.552    1.285
  2      2.303    2.265    2.189    2.061    2.064    1.706
  4      3.698    3.604    3.419    2.723    2.794    2.218
  6      4.651    4.504    4.218    3.064    3.304    2.472
Ratio LDA/CCSD(T), n=(1, 2, 4, 6): 1.153 1.328 1.625 1.822
Ratio PBE/CCSD(T), n=(1, 2, 4, 6): 1.123 1.283 1.542 1.706
Ratio HF/CCSD(T), n=(1, 2, 4, 6): 1.208 1.208 1.228 1.239
Six molecules, total polarisability, angstrom^3:
  LDAx: 27.90
  LDA: 27.02
  PBE: 25.31
  HF: 18.38
  OEP: 19.82
  CCSD(T): 14.83
  CCSD(T) in atomic units: 100.1 bohr^3
Potential change averaged on each molecule, meV (left to right):
  applied: -125.00 -75.00 -25.00 25.00 75.00 125.00
  LDAx: -1.98 -0.65 -0.18 0.20 0.67 1.99
  OEP: 56.98 43.18 15.70 -13.17 -40.69 -54.65
Slope / applied slope: LDAx 0.0138, PBE xc 0.0127, OEP -0.4792
Parts of alpha (bare, Hartree, exchange), angstrom^3:
  LDAx: 42.18 -21.17 6.89
  OEP:  28.84 -15.81 6.80
Level gap: LDAx 4.836, OEP 5.851, OEP smaller potential basis 4.908 eV
Ground state and kernel combined, angstrom^3:
  LDAx orbitals: LDAx kernel 27.90, EXX kernel 27.30
  OEP orbitals:  LDAx kernel 20.43, EXX kernel 19.82
Share of LDAx-OEP difference: kernel 7.5 %, ground state 92.5 %
LDAx plus missing potential change: 25.91 angstrom^3
Slope of missing change / applied slope: -0.4859
LDAx plus its ramp alone: 14.35 angstrom^3
OEP energy above Hartree-Fock: 0.2682 eV
OEP, smaller potential basis: alpha 25.57 angstrom^3, slope -0.2406
  LDAx kernel on its orbitals 26.91, EXX kernel on LDAx orbitals 26.68 angstrom^3
  kernel share 54.8 %
6-31G** basis, n=6: LDA 27.44, HF 18.37 angstrom^3
Pair model: gap 10.0, U 10.0, V 7.0, potential drop 0.20 eV
  hopping 0.20 eV: exact step 0.17928, local step -0.000142 eV
  hopping 0.10 eV: exact step 0.17968, local step -0.000036 eV
  step law 3(U-V)*drop/gap: 0.18000 eV
  weak exchange U-V = 0.10 eV, loss of transferred charge: HF 2.940 %, local 2.912 %
```
